# Hydrogen as a constrained four-dimensional oscillator

A quadratic change of variables turns the bound-state equation of hydrogen into the equation of an isotropic oscillator in four dimensions. Read without a further condition, that equation has too many solutions. It gives ten states at the energy of the shell $n=2$, where hydrogen has four, and 35 at $n=3$, where hydrogen has nine. It also gives levels at $-0.222222$ and $-0.080000$ hartree, between the shells, where hydrogen has none. The fourth coordinate is not a coordinate of the atom, and one must know exactly which oscillator states ignore it, and that these give every bound state once.

## Setting and theorem

Units are atomic, the nucleus of charge $Z>0$ is fixed, and spin and relativity are left out, so $H=-\tfrac12\Delta_3-Z/r$. Let $H^1$ be the space of $\psi$ on $\mathbb R^3$ with $\psi$ and $\nabla\psi$ square integrable. A bound state is a $\psi\in H^1$ with $E<0$ such that, for all $\phi\in H^1$,

$$\tfrac12\int\nabla\bar\phi\cdot\nabla\psi-Z\int\frac{\bar\phi\psi}{r}-E\int\bar\phi\psi=0. \tag{1}$$

This is $H\psi=E\psi$ multiplied by $\bar\phi$ and integrated by parts.

For $u\in\mathbb R^4$ put $\rho=|u|$, $z=(z_1,z_2)^T$, $z_1=u_1+iu_2$, $z_2=u_3+iu_4$. The Kustaanheimo-Stiefel map is $x_i=z^\dagger\sigma_i z$ with the Pauli matrices $\sigma_i$. Since $x_1+ix_2=2\bar z_1z_2$ and $x_3=|z_1|^2-|z_2|^2$,

$$x_1=2(u_1u_3+u_2u_4),\quad x_2=2(u_1u_4-u_2u_3),\quad x_3=u_1^2+u_2^2-u_3^2-u_4^2 .$$

With $\partial_a=\partial/\partial u_a$, define $K=-i(u_1\partial_2-u_2\partial_1+u_3\partial_4-u_4\partial_3)$.

**Theorem.** (a) The map $\psi\mapsto\Psi(u)=\psi(x(u))$ is a linear bijection from the bound states of energy $E$ onto the oscillator eigenfunctions obeying

$$\left(-\tfrac12\Delta_4+\tfrac12\omega^2\rho^2\right)\Psi=4Z\,\Psi,\qquad \omega^2=-8E,\qquad K\Psi=0. \tag{2}$$

(b) Nonzero solutions exist only at oscillator levels $N=2n-2$, $n=1,2,\dots$, with $\omega=2Z/n$ and $E=-Z^2/2n^2$. (c) Of the $n(4n^2-1)/3$ states of that level, $K\Psi=0$ keeps exactly $n^2$, with each $l=0,\dots,n-1$ occurring once.

The eigenvalue $4Z$ in (2) is fixed and the frequency carries the energy, so each shell belongs to a different oscillator.

## Lemma 1: the fibres

*One has $r=|x|=\rho^2$. The points over $x\neq0$ form one circle $\{e^{i\alpha}z\}$. A function of $u$ depends on $x$ alone exactly when $K\Psi=0$.*

*Proof.* Expand the Hermitian matrix $zz^\dagger$ in $1,\sigma_1,\sigma_2,\sigma_3$. Since $\operatorname{tr}\sigma_i=0$ and $\operatorname{tr}\sigma_i\sigma_j=2\delta_{ij}$, the coefficients are $\tfrac12\operatorname{tr}zz^\dagger=\tfrac12\rho^2$ and $\tfrac12\operatorname{tr}(\sigma_izz^\dagger)=\tfrac12x_i$. The matrix has rank at most one, so $0=\det(\rho^2+x\cdot\sigma)=\rho^4-|x|^2$. Hence $r=\rho^2$ and $zz^\dagger=\tfrac12(r+x\cdot\sigma)$ is fixed by $x$. If $z'$ has the same $x$, then $z'z'^\dagger=zz^\dagger$ has the same range and trace, so $z'=cz$ with $|c|=1$. Every $x$ is reached: $z=\sqrt r\,e^{i\alpha}(\cos\tfrac\theta2,\,e^{i\varphi}\sin\tfrac\theta2)^T$ gives $x_3=r\cos\theta$ and $x_1+ix_2=r\sin\theta\,e^{i\varphi}$. Along the circle $dz/d\alpha=iz$, that is $du/d\alpha=t=(-u_2,u_1,-u_4,u_3)$, so $d\Psi/d\alpha=t\cdot\nabla\Psi=iK\Psi$. Thus $K\Psi=0$ means that $\Psi$ is constant on each circle. $\square$

An eigenfunction of $K$ with eigenvalue $k$ acquires the factor $e^{ik\alpha}$ along the circle. For $k\neq0$ it defines no function of $x$.

## Lemma 2: Laplacian and volume

*For $\Psi=\psi(x(u))$ and $u\neq0$: $\nabla\bar\Phi\cdot\nabla\Psi=4r\,\nabla\bar\phi\cdot\nabla\psi$, $\Delta_4\Psi=4r\,\Delta_3\psi$, and $d^4u=d^3x\,d\alpha/(8r)$.*

*Proof.* The gradients in $u$ are

$$\nabla x_1=2(u_3,u_4,u_1,u_2),\quad\nabla x_2=2(u_4,-u_3,-u_2,u_1),\quad\nabla x_3=2(u_1,u_2,-u_3,-u_4).$$

Each has squared length $4\rho^2$. The products are $\nabla x_1\cdot\nabla x_2=4(u_3u_4-u_4u_3-u_1u_2+u_2u_1)=0$, $\nabla x_1\cdot\nabla x_3=4(u_3u_1+u_4u_2-u_1u_3-u_2u_4)=0$ and $\nabla x_2\cdot\nabla x_3=4(u_4u_1-u_3u_2+u_2u_3-u_1u_4)=0$, so $\nabla x_i\cdot\nabla x_j=4r\delta_{ij}$. With $\nabla\Psi=\sum_i\psi_{,i}\nabla x_i$ this gives the first claim. Next, $\Delta_4x_1=\Delta_4x_2=0$ because no square occurs, and $\Delta_4x_3=2+2-2-2=0$. Therefore

$$\Delta_4\Psi=\sum_{ij}\psi_{,ij}\nabla x_i\cdot\nabla x_j+\sum_i\psi_{,i}\Delta_4x_i=4r\,\Delta_3\psi .$$

For the volume use the coordinates $(x,\alpha)$. The column $\partial u/\partial\alpha=t$ has length $\rho$ and is orthogonal to each $\nabla x_i$, because $x$ is constant on the circle. The columns $\partial u/\partial x_j$ obey $\nabla x_i\cdot\partial u/\partial x_j=\delta_{ij}$, so they equal $\nabla x_j/4\rho^2+c_jt$. The multiples of $t$ drop out of the determinant, leaving orthogonal columns of lengths $1/2\rho$ (three times) and $\rho$. The Jacobian is $\rho/8\rho^3=1/8r$. $\square$

Multiplying $H\psi=E\psi$ by $4r$ gives $-\tfrac12\Delta_4\Psi-4Z\Psi-4E\rho^2\Psi=0$, which is (2) with $\tfrac12\omega^2=-4E$. The Coulomb singularity has become a constant. This holds away from the origin; the next lemma shows that the origin and the norms cause no gain or loss of states.

## Lemma 3: the function spaces agree

Let $\mathcal Q$ be the space of $\Psi$ on $\mathbb R^4$ with $\Psi$, $\rho\Psi$ and $\nabla\Psi$ square integrable, and $\mathcal Q_0$ its part constant on the circles.

*The map $\psi\mapsto\Psi$ takes $H^1$ one-to-one onto $\mathcal Q_0$, and*

$$\int\bar\Phi\Psi\,d^4u=\frac\pi4\int\frac{\bar\phi\psi}{r},\quad\int\rho^2\bar\Phi\Psi\,d^4u=\frac\pi4\int\bar\phi\psi,\quad\int\nabla\bar\Phi\cdot\nabla\Psi\,d^4u=\pi\int\nabla\bar\phi\cdot\nabla\psi. \tag{3}$$

*Proof.* Take first smooth functions of compact support that vanish near the origin. On these the map is a bijection by Lemma 1; smoothness passes back to $\psi$ because a point of the circle can locally be chosen smoothly in $x$. The $\alpha$ integral gives $2\pi/8r=\pi/4r$; the factors $1$, $\rho^2=r$ and $4r$ then give (3). From $\nabla\cdot(x/r)=3/r-1/r=2/r$, integration by parts and the Cauchy-Schwarz inequality,

$$2\int\frac{|\psi|^2}{r}=-\int\frac xr\cdot\nabla|\psi|^2\le2\|\psi\|\,\|\nabla\psi\|\le\|\psi\|^2+\|\nabla\psi\|^2 .$$

So the squared norm of $\mathcal Q$, the sum of the three integrals (3) at $\Phi=\Psi$, lies between $\tfrac\pi4$ and $\tfrac{9\pi}8$ times $\|\psi\|^2+\|\nabla\psi\|^2$. The norms are equivalent and the map extends to the completions. It remains to see that these functions are dense. Smooth functions of compact support are dense in $H^1$ and in $\mathcal Q$ (truncate and mollify). The average over $\alpha$ does not increase the norm of $\mathcal Q$, since $z\mapsto e^{i\alpha}z$ is a rotation of $\mathbb R^4$, and it fixes $\mathcal Q_0$; so the invariant ones are dense in $\mathcal Q_0$. Multiply such a function $f$ by a radial cutoff $\chi$ that is $0$ inside radius $\epsilon$, $1$ outside $2\epsilon$, with $|\nabla\chi|\le C/\epsilon$. In dimension $d$, $\|f\nabla\chi\|^2$ is at most a constant times $\epsilon^{d-2}$, which vanishes for $d=3$ and $d=4$; the other error terms are bounded integrands over a shrinking ball. $\square$

## Lemma 4: the spectrum of $K$ in a level

*Level $N$ has eigenvalue $\omega(N+2)$ and dimension $\binom{N+3}3$. In it $K$ has the eigenvalues $k=P-Q$, where $P+Q=N$ and $P,Q\ge0$, with multiplicity $(P+1)(Q+1)$.*

*Proof.* Write $u_a=(a_a+a_a^\dagger)/\sqrt{2\omega}$ and $\partial_a=\sqrt{\omega/2}\,(a_a-a_a^\dagger)$ with $[a_a,a_b^\dagger]=\delta_{ab}$. The oscillator is $\omega\sum_a(a_a^\dagger a_a+\tfrac12)=\omega(N+2)$. Distributing $N$ quanta over four modes means placing three dividers among $N+3$ places, which gives $\binom{N+3}3$. The frequency cancels in

$$u_1\partial_2-u_2\partial_1=\tfrac12\left[(a_1+a_1^\dagger)(a_2-a_2^\dagger)-(a_2+a_2^\dagger)(a_1-a_1^\dagger)\right]=a_1^\dagger a_2-a_2^\dagger a_1,$$

where the terms $a_1a_2$ and $a_1^\dagger a_2^\dagger$ cancel between the two products and the mixed terms double. Define $A_\pm=(a_1\mp ia_2)/\sqrt2$ and $B_\pm=(a_3\mp ia_4)/\sqrt2$. This change of basis is unitary, so these are four independent modes with the same vacuum. Expanding,

$$A_\pm^\dagger A_\pm=\tfrac12\left[a_1^\dagger a_1+a_2^\dagger a_2\mp i(a_1^\dagger a_2-a_2^\dagger a_1)\right].$$

The sum of the two is $a_1^\dagger a_1+a_2^\dagger a_2$ and the difference is $-i(a_1^\dagger a_2-a_2^\dagger a_1)$, the first half of $K$; the $B$ modes give the second half. With $P=n_{A_+}+n_{B_+}$ and $Q=n_{A_-}+n_{B_-}$, $N=P+Q$ and $K=P-Q$. There are $P+1$ ways to share $P$ quanta between two modes and $Q+1$ ways for $Q$. $\square$

## Proof of the theorem

(a) Multiply (1) by $\pi$ and insert (3):

$$\tfrac12\int\nabla\bar\Phi\cdot\nabla\Psi-4Z\int\bar\Phi\Psi-4E\int\rho^2\bar\Phi\Psi=0 \tag{4}$$

for all $\Phi\in\mathcal Q_0$. The left side is unchanged when $\Phi$ and $\Psi$ are both rotated by $\alpha$, and $\Psi$ is invariant, so for any $\Phi\in\mathcal Q$ it equals its value at the $\alpha$ average of $\Phi$, which is zero. Choose for $\Phi$ a Hermite basis function $h$ of frequency $\omega=\sqrt{-8E}$ and level $N'$. Integrating by parts onto $h$ gives $[\omega(N'+2)-4Z]\langle h,\Psi\rangle=0$. The Hermite functions are complete, so $\Psi\neq0$ lies in the single level with $\omega(N+2)=4Z$ and satisfies (2). Conversely, a solution of (2) lies in $\mathcal Q_0$ by Lemma 1 and satisfies (4), and Lemma 3 turns (4) back into (1).

(b) From $\omega=4Z/(N+2)$, $E=-\omega^2/8=-2Z^2/(N+2)^2$. By Lemma 4, $k=0$ requires $P=Q$, so $N=2P$ is even. With $P=n-1$: $N=2n-2$, $\omega=2Z/n$, $E=-Z^2/2n^2$. Odd levels fail already at $\alpha=\pi$, where $u\mapsto-u$ reverses their sign.

(c) The level has $\binom{2n+1}3=(2n+1)(2n)(2n-1)/6=n(4n^2-1)/3$ states, and $k=0$ has multiplicity $(P+1)^2=n^2$.

For the angular content let $z\mapsto Uz$, $U=e^{-i\theta\sigma_i/2}$. At $\theta=0$, $dx_j/d\theta=\tfrac i2z^\dagger[\sigma_i,\sigma_j]z=-\epsilon_{ijk}x_k=(e_i\times x)_j$. So $L_i\Psi=-i\,d\Psi(Uz)/d\theta$ reproduces $-i(e_i\times x)\cdot\nabla\psi$, the orbital angular momentum. On the coordinates, $L_iz=-i(-\tfrac i2\sigma_iz)=-\tfrac12\sigma_iz$ and $L_i\bar z=-i(\tfrac i2\sigma_i^*\bar z)=\tfrac12\sigma_i^*\bar z$. Since $U$ is unitary, $L_i=-iV$ with $V=\sum M_{ab}u_b\partial_a$ and $M$ real antisymmetric. The cancellation of Lemma 4, pair by pair, gives $V=\sum M_{ab}a_b^\dagger a_a$, so $[V,a_a^\dagger]=\sum_bM_{ab}a_b^\dagger$ has the form of $Vu_a=\sum_bM_{ab}u_b$. The operators $c^\dagger=(A_+^\dagger,B_+^\dagger)$ are built from $a^\dagger$ as $z$ is from $u$, up to $1/\sqrt2$, and $d^\dagger=(A_-^\dagger,B_-^\dagger)$ as $\bar z$. Hence $[L_i,c_a^\dagger]=-\tfrac12(\sigma_i)_{ab}c_b^\dagger$ and $[L_i,d_a^\dagger]=\tfrac12(\sigma_i^*)_{ab}d_b^\dagger$. These commutators and $L_i|0\rangle=0$ fix $L_i$; using $(\sigma_i^*)_{ab}=(\sigma_i)_{ba}$,

$$L_i=\tfrac12c^\dagger(-\sigma_i^*)c+\tfrac12d^\dagger\sigma_id .$$

Because $-\sigma_i^*=\sigma_2\sigma_i\sigma_2$ for each $i$, the first term is $\tfrac12c'^\dagger\sigma_ic'$ with $c'=\sigma_2c$, of the same form as the second. For $J_i=\tfrac12d^\dagger\sigma_id$, the rule $[d^\dagger Xd,d^\dagger Yd]=d^\dagger[X,Y]d$ gives the angular-momentum algebra. The identity $\sum_i(\sigma_i)_{ab}(\sigma_i)_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}$ gives $4J^2=2\sum d_a^\dagger d_bd_b^\dagger d_a-Q^2$. Here $\sum_bd_bd_b^\dagger$ is the number operator plus 2 and acts on $Q-1$ quanta, so $4J^2=2Q(Q+1)-Q^2$ and $J^2=\tfrac Q2(\tfrac Q2+1)$. The $Q+1$ states are one multiplet of spin $Q/2$, and likewise for $P$. For $P=Q=n-1$, $L$ is the sum of two commuting spins $(n-1)/2$. The number of pairs with $m_1+m_2=m$ is $n-|m|$. The number of multiplets with given $l$ is the count at $m=l$ minus the count at $m=l+1$, which is $1$ for $l=0,\dots,n-1$. $\blacksquare$

The two commuting spins explain the square: the shell is a product of two multiplets of dimension $n$, and the constraint is the statement that the spins are equal.

## Remarks

*Normalisation.* The map is not unitary: by (3) the hydrogen norm carries the weight $\rho^2$. In $\rho^2=\frac1{2\omega}\sum_a(a_a^2+a_a^{\dagger2}+2a_a^\dagger a_a+1)$ the squared operators change $N$, so within a level $\rho^2$ acts as $(N+2)/\omega=n^2/Z$ times the identity. Orthonormal $k=0$ states therefore give orthogonal $\psi$ with $\|\psi\|^2=4n^2/\pi Z$, and $\langle1/r\rangle=(4/\pi)/\|\psi\|^2=Z/n^2$ for every state of the shell. The Gaussian $G=e^{-\omega\rho^2/2}$ becomes $e^{-Zr/n}$.

*The shell $n=2$.* From $\nabla G=-\omega uG$ and $\Delta_4G=(\omega^2\rho^2-4\omega)G$, the oscillator maps $pG$ to $(-\tfrac12\Delta_4p+\omega\,u\cdot\nabla p+2\omega p)G$. For a harmonic quadratic $p$ this is $4\omega\,pG$. For $p=\omega\rho^2-2$, $\Delta_4p=8\omega$ and $u\cdot\nabla p=2\omega\rho^2$ give $-4\omega+2\omega^2\rho^2+2\omega^2\rho^2-4\omega=4\omega p$. The ten states of $N=2$ have $p=x_1,x_2,x_3,\omega\rho^2-2$ with $k=0$, $p=z_1^2,z_1z_2,z_2^2$ with $k=2$, and the conjugates with $k=-2$. With $\omega=Z$ the first four are $x_ie^{-Zr/2}$ and $(Zr-2)e^{-Zr/2}$, the 2p and 2s functions.

*Large $n$.* The surviving fraction $3n/(4n^2-1)$ behaves as $3/(4n)$ (the ratio of the two is $4n^2/(4n^2-1)\to1$) and tends to zero.

*Where the result fails.* For $E\ge0$, $\omega^2\le0$ and no oscillator levels exist; that range is not treated. For $Z\le0$, $\omega(N+2)=4Z$ has no solution, so no state with $E<0$ exists. An added potential $W(r)$ contributes $4\rho^2W(\rho^2)$ to (2); Lemmas 1 to 3 and the constraint remain, but unless $W$ has the form $a+b/r$ with constants $a$ and $b$ the equation is no longer harmonic and the count by levels does not apply. Spin, as a passive label, doubles the count.

## Worked example: hydrogen, $n=3$

The point $u=(1,\,0.5,\,-0.5,\,1)$ bohr$^{1/2}$ maps to $x_1=2(-0.5+0.5)=0$, $x_2=2(1+0.25)=2.5$, $x_3=1+0.25-0.25-1=0$ bohr, and $\rho^2=2.5$ bohr $=|x|$.

For $Z=1$, $n=3$ the level is $N=4$, with $\omega=4/6=0.666667$ a.u. and decay constant $\omega/2=0.333333$ bohr$^{-1}$. The energy is $E=-\omega^2/8=-0.055556$ hartree, exactly $-1/18$, and $27.2114/18=1.5117$ gives $-1.5117$ eV within the fixed-nucleus model. The finite proton mass changes $E$ by roughly one part in two thousand, so $-1.51$ eV is what applies to the atom.

The $\binom73=35$ states split as follows.

| $(P,Q)$ | (0,4) | (1,3) | (2,2) | (3,1) | (4,0) |
|---|---|---|---|---|---|
| $k$ | $-4$ | $-2$ | $0$ | $2$ | $4$ |
| $(P+1)(Q+1)$ | 5 | 8 | 9 | 8 | 5 |

The sum is $5+8+9+8+5=35$. The nine survivors are two coupled spins 1 and divide as $1+3+5$ for $l=0,1,2$. In the level $\langle\rho^2\rangle=6/(2/3)=9.000000$ bohr, so $\|\psi\|^2=(4/\pi)\times9=11.459156$ bohr. Dividing $\psi$ by $3.385138$ bohr$^{1/2}$ normalises it, and $\langle1/r\rangle=1/9=0.111111$ bohr$^{-1}$.

In the numerical check, diagonalising $K$ in the Cartesian basis gives kernel dimensions $1,0,4,0,9,0,16,0,25$ for $N=0,\dots,8$, and up to $N=6$ these equal the degeneracies of a finite-difference radial spectrum, whose $l=0,1,2$ levels of this shell lie at $-0.055556$ hartree. The nine mapped states satisfy $H\psi=E\psi$ under a finite-difference Laplacian with largest residual $7.8\times10^{-8}$ relative to the largest $|E\psi|$ at the sampled points, and their overlap matrix with the functions $R_{3l}Y_{lm}$ is unitary after normalisation.

## Calculated quantities

```
point u = (1.0, 0.5, -0.5, 1.0) bohr^(1/2) -> x = (0.0, 2.5, 0.0) bohr
|x| = 2.500000 bohr, rho^2 = 2.500000 bohr
integral ratios 4D/3D (dimensionless): norm/(1/r), rho^2/norm, gradients
  0.78539816  0.78539816  3.14159265   (pi/4 = 0.78539816)
N  level dim  dim ker K  grid count (Z=1)  -2/(N+2)^2 [hartree]
0     1     1     1  -0.500000
1     4     0     0  -0.222222
2    10     4     4  -0.125000
3    20     0     0  -0.080000
4    35     9     9  -0.055556
5    56     0     0  -0.040816
6    84    16    16  -0.031250
7   120     0     -  -0.024691
8   165    25     -  -0.020000
N = 2 multiplicities of k: {-2: 3, 0: 4, 2: 3}
example: Z = 1, n = 3, N = 4
omega = 0.666667 a.u., omega (N+2) = 4.000000 a.u., decay constant omega/2 = 0.333333 1/bohr
E = -0.055556 hartree = -1.5117 eV (1 hartree = 27.2114 eV)
grid energy l = 0: -0.055556 hartree (h = 0.002 bohr)
grid energy l = 1: -0.055556 hartree (h = 0.002 bohr)
grid energy l = 2: -0.055556 hartree (h = 0.002 bohr)
multiplicities of k: {-4: 5, -2: 8, 0: 9, 2: 8, 4: 5}
states per l in ker K: {0: 1, 1: 3, 2: 5}
<rho^2> in the level = (pi/4) norm^2 = 9.000000 bohr
hydrogen norm^2 of mapped unit state = 11.459156 bohr, its root = 3.385138 bohr^(1/2)
<1/r> = 0.111111 1/bohr
relative residual of H psi - E psi (finite differences) = 7.8e-08
Z = 1, n = 1: omega = 2.000000 a.u., E = -0.500000 hartree
Z = 1, n = 2: omega = 1.000000 a.u., E = -0.125000 hartree
Z = 1, n = 3: omega = 0.666667 a.u., E = -0.055556 hartree
Z = 1, n = 4: omega = 0.500000 a.u., E = -0.031250 hartree
```
